# Fermi-level control of equilibrium kink density in silicon: Hirsch's model

## Problem

A kink is a step by which a dislocation line crosses from one Peierls valley, a low-energy position in the crystal, to the next. In Hirsch's charged-kink model a kink can exchange electrons with the crystal. Here every kink, left or right, has the same single acceptor level: it is either neutral or negative with one extra electron.

A dislocation in silicon lies along a Peierls valley at 900 K, without applied stress. Left and right kinks are created thermally in equal numbers. The neutral kink density, counting both kinds, is fixed at \(c_0=1.00\) per µm. The acceptor level lies at \(E_a=0.50\) eV. All levels are measured from the valence-band edge, and \(E_a\) stays fixed when the doping changes. A neutral kink has one unpaired electron; a negative kink has a paired shell.

1. Explain why \(c_0\) can stay fixed while the Fermi level \(E_F\) moves.
2. Find the total equilibrium density \(c(E_F)\).
3. By what factor does \(c\) change when \(E_F\) rises from 0.45 eV to 0.65 eV at constant temperature?
4. Between which limits must this factor lie, wherever the acceptor level is?

## Hints

**Hint 1.** Does making a neutral kink take an electron from the crystal?

**Hint 2.** The crystal is an electron reservoir. A state with energy \(E\) and \(n\) extra electrons has statistical weight \(\exp[-(E-nE_F)/kT]\). Count spin states separately.

**Hint 3.** Fixed neutral density is different from fixed total density. Charged kinks are added to the neutral ones.

**Hint 4.** For the limits, write the final charged-to-neutral ratio as a multiple of the initial one.

## Full solution

### 1. The neutral density

Let \(b\) be the repeat distance along the line, so that there are \(1/b\) possible kink sites per unit length. Let \(E_0\) be the formation free energy of a neutral kink, leaving out its spin entropy. The unpaired electron has two spin states, so a neutral kink of either kind has weight

\[
x_0=2e^{-E_0/kT}.
\]

No electron has been exchanged, so \(E_F\) does not appear.

Let \(r\) be the ratio of negative to neutral kinks. The weight of a left kink in any charge state is then \(z=x_0(1+r)\), and that of a right kink is the same. An empty site has weight 1. On a long line with no net misorientation, the neutral density is therefore

\[
\frac{1}{b}\,\frac{2x_0}{1+2z}\simeq\frac{2x_0}{b}=c_0 ,\qquad 2z\ll1 .
\]

The approximation requires dilute kinks. For kinks that interact only by excluding each other from a site, as assumed here, its relative error is about \(2z\simeq cb\), the fraction of occupied sites. With \(b=0.384\) nm this is 0.17% at the higher Fermi level. Longer-range forces give larger corrections. Screened Coulomb repulsion lowers the negative density by about 1% at the higher Fermi level. The elastic force between kinks changes all densities, the neutral one included, by roughly 0.2 to 1% on a partial dislocation and by several per cent or more on a perfect one, depending on how close pairs are counted. The premise of the exercise thus follows from thermal creation, diluteness, neglect of these forces, zero net misorientation and an acceptor level shared by left and right kinks. If the level were at 0.50 eV for one kind and 0.70 eV for the other, the neutral density would rise by about 20% between the two Fermi levels of part 3, because the numbers of left and right kinks must stay equal. Variation A removes the condition of zero misorientation.

### 2. The charged and total densities

Adding an electron to a neutral kink raises its energy by \(E_a\), while the reservoir gives up an electron at \(E_F\). The net cost is \(E_a-E_F\). The negative kink has one spin state, so its weight is

\[
x_-=e^{-(E_0+E_a-E_F)/kT}.
\]

Dividing by \(x_0\) cancels \(E_0\):

\[
r=\frac{x_-}{x_0}=g\,e^{(E_F-E_a)/kT},\qquad g=\frac12 .
\]

Here \(g\) is the number of internal states of the negative kink divided by that of the neutral kink. The negative density is \(c_-=c_0r\), and the total is

\[
\boxed{c(E_F)=c_0+c_-=c_0\left[1+g\,e^{(E_F-E_a)/kT}\right]}
\]

The simplest form of the model has \(g=1\). The two forms agree if the level is replaced by an effective one, because

\[
g\,e^{(E_F-E_a)/kT}=e^{(E_F-E_a+kT\ln g)/kT}
=e^{(E_F-E_a^*)/kT},\qquad E_a^*=E_a-kT\ln g .
\]

For \(g=1/2\), \(E_a^*\) lies above \(E_a\) by \(kT\ln2\). A quoted level must therefore say whether spin has been absorbed into it.

### 3. The shift from 0.45 to 0.65 eV

At 900 K, \(kT=0.07756\) eV. The two charged-to-neutral ratios are

\[
r_1=\tfrac12\exp\!\left(\frac{0.45-0.50}{0.07756}\right)=0.262,
\]

\[
r_2=\tfrac12\exp\!\left(\frac{0.65-0.50}{0.07756}\right)=3.459 .
\]

Hence

\[
c_1=1.00(1+0.262)=1.262\ \text{per µm},
\]

\[
c_2=1.00(1+3.459)=4.459\ \text{per µm}=4.459\times10^4\ \text{per cm},
\]

and the requested factor is

\[
\boxed{R=\frac{c_2}{c_1}=\frac{1+r_2}{1+r_1}=\frac{4.459}{1.262}=3.53}
\]

The negative density alone grows by \(3.459/0.262\simeq13.2\). The total grows less because the neutral part does not change. The charged fraction \(f=r/(1+r)\) rises from 0.21 to 0.78.

The result can also be read as a change in the effective formation free energy per kink. Define \(F_{\rm eff}\) by \(c=(2/b)e^{-F_{\rm eff}/kT}\). Taking the ratio of two such densities at the same temperature gives

\[
\Delta F_{\rm eff}=-kT\ln R=-0.098\ \text{eV}.
\]

This is smaller in size than the 0.20 eV Fermi-level shift, because a kink carries an extra electron for only part of the time. To see this, differentiate \(c=c_0(1+r)\), using \(dr/dE_F=r/kT\):

\[
\frac{d\ln c}{dE_F}=\frac{1}{1+r}\,\frac{r}{kT}=\frac{f}{kT}.
\]

Integration gives

\[
\ln R=\frac1{kT}\int_{0.45\,\rm eV}^{0.65\,\rm eV} f(E_F)\,dE_F .
\]

Thus \(-\Delta F_{\rm eff}\) is the Fermi-level shift multiplied by the average charged fraction, here \(0.098/0.20=0.49\). Numerical integration of \(f\) agrees with \(\ln R\).

A separate check sums over the numbers of left, right, neutral and negative kinks on a line of one million sites. It gives totals of 1.2605 and 4.4499 per µm, and neutral densities of 0.9985 and 0.9980 per µm. The neutral density therefore stays within about 0.2% of \(c_0\) while the total more than triples.

### 4. Limits and sensitivity

Let \(B=e^{(E_{F2}-E_{F1})/kT}\). Since \(r_2=Br_1\),

\[
R=\frac{1+Br_1}{1+r_1},\qquad
\frac{dR}{dr_1}=\frac{B(1+r_1)-(1+Br_1)}{(1+r_1)^2}=\frac{B-1}{(1+r_1)^2}.
\]

For an upward shift \(B>1\), so \(R\) increases with \(r_1\). When the level is far above both Fermi levels, \(r_1\to0\) and \(R\to1\): there are almost no charged kinks to respond. When it is far below both, \(r_1\to\infty\) and \(R\to B\). Therefore

\[
1<R<B=13.2 .
\]

The dilute formula needs \(cb\ll1\), so \(R\) comes close to the upper limit only if the kinks are still sparse at the higher Fermi level. When they are not, the shortage of free sites keeps \(R\) further below \(B\).

With \(c_0\) and the Fermi levels held fixed, moving the acceptor level to 0.30 eV gives \(R=10.4\), and moving it to 0.70 eV gives 1.24. With the level back at 0.50 eV, \(g=1\) gives 5.19. A neutral kink with a closed shell has \(g=2\), because its negative state has an unpaired electron, and then \(R=7.24\). The level position and the spin count both matter to the answer.

### Comparison with real silicon

The temperature is in the range where silicon deforms plastically. The 0.90 eV gap used for the carrier estimates is a rough value for this temperature. The acceptor level and \(c_0\) are chosen values, not measured kink properties. Glide dislocations in silicon are normally split into two partial dislocations, each with its own kinks and joined to the other by a stacking fault. The single line here leaves out this coupling. For a rough fault energy of 0.055 J/m² and a width of 5 nm, moving one partial by one valley from its equilibrium distance, over the final mean kink spacing of 224 nm, costs 0.8 to 0.9 eV, far more than \(kT\), if that distance falls on a valley. Kinks on the two partials are then bound in pairs, whose weight goes as \((1+r)^2\), and \(R\) approaches \(3.53^2\simeq12\). If the equilibrium distance falls midway between two valleys, the two nearest widths cost almost the same and \(R\) stays near 4. \(R\) for a real split dislocation can therefore differ strongly from 3.53. With equal rough band masses of 1.1 electron masses, \(E_F=0.45\) eV is the undoped case, and 0.65 eV needs about \(5.9\times10^{18}\) ionized donors per cm³, which is heavy but practicable doping. These values depend on the band data: a gap of 0.92 eV with unequal, temperature-dependent densities of states puts the undoped level near 0.475 eV and the donor density near \(5\times10^{18}\) per cm³. For a rough dislocation density of \(10^8\) per cm², the final kink charge is only \(3.5\times10^{12}\) electrons per cm³, so treating the crystal as an electron reservoir is sound here. Real lines can break the assumption of perfect alignment: a misorientation of 0.1° lowers \(R\) from 3.53 to 1.28, as Variation A shows.

**Screening.** Mobile carriers screen a charged kink and lower its energy. In linear screening, a unit charge has potential energy \((e^2/4\pi\varepsilon r)e^{-r/\lambda}\) with another unit charge at distance \(r\). Subtracting the unscreened value and letting \(r\to0\) leaves \(-e^2/(4\pi\varepsilon\lambda)\) from the screening cloud. Building up the charge gradually introduces a factor 1/2:

\[
\Delta E_a=-\frac{e^2}{8\pi\varepsilon\lambda}.
\]

For relative permittivity 12, the screening lengths are 7.5 and 2.9 nm, and the level shifts are −0.008 and −0.020 eV. The level falls further in the doped crystal, which raises \(R\) to about 4.3. Linear screening overstates the shift in the doped crystal, because electrons cannot be depleted below zero density: nonlinear Poisson–Boltzmann screening gives −0.017 eV there and \(R\simeq4.1\). This is a size estimate: the mean distance between carriers, taken as the inverse cube root of their total density, is about 10 nm in the undoped crystal and 5.5 nm in the doped one. It exceeds the screening length in both, so a smooth screening cloud is a doubtful picture. Changes in the band edges caused by doping are also left out.

**Charge on the straight line.** Electrons trapped between the kinks would repel further electrons and raise the acceptor level locally. For a smooth line charge of \(\rho\) electrons per unit length, adding the screened potentials along the line gives

\[
U=\frac{e^2\rho}{2\pi\varepsilon}K_0(b/\lambda)
\]

at distance \(b\) from the axis, where \(K_0\) is a modified Bessel function. In the doped crystal, one electron per 6.7 nm gives \(U=kT\). If this happened only in the final state, \(r_2\) would fall to \(3.459/e_{\rm N}=1.27\), with \(e_{\rm N}=2.718\), and \(R\) would be \(2.27/1.262\simeq1.8\). The spacing exceeds the screening length, so the smooth-charge result is only an average over positions along the line: with separate electrons 6.7 nm apart, a kink midway between two of them would feel only about \(0.3\,kT\). Averaging the charged-to-neutral ratio over all positions along such a line gives \(R\simeq2.1\) instead of 1.8.

**Time to reach equilibrium.** Take a kink diffusion coefficient \(D=\nu b^2e^{-W/kT}\), with rough values \(\nu=10^{13}\) per s and \(W=1.2\) eV. Diffusing over the neutral-kink spacing \(1/c_0\) takes roughly \(1/(c_0^2D)\). This is about 4 s at 900 K and \(10^{14}\) s at 300 K for the same spacing. The time depends exponentially on \(W\): at 900 K it is about 3 minutes for 1.5 eV and 2 hours for 1.8 eV. On this estimate, the model's kinks can reach equilibrium in the hot crystal, but cannot adjust at room temperature.

## Variation A: a slightly misoriented line

**Question.** The line makes an angle of 0.1° with its Peierls valley. What is \(R\) now?

**Solution.** Each kink moves the line sideways by the valley spacing \(h=b\sqrt3/2=0.333\) nm. The angle therefore forces an excess of one kind of kink:

\[
m=|c_L-c_R|=\frac{\tan0.1^\circ}{h}=5.25\ \text{per µm}.
\]

To impose this excess, multiply the weight of left kinks by a factor \(y\) and that of right kinks by \(1/y\). For dilute kinks,

\[
c_L=\frac{zy}{b},\qquad c_R=\frac{z}{yb},\qquad
c_Lc_R=\frac{z^2}{b^2}=\frac{c^2}{4},
\]

where \(c=2z/b\) is the density on the aligned line. The new total follows from

\[
(c_L+c_R)^2=(c_L-c_R)^2+4c_Lc_R=m^2+c^2 .
\]

Thus

\[
c_{\rm tot,1}=\sqrt{5.249^2+1.262^2}=5.40\ \text{per µm},
\]

\[
c_{\rm tot,2}=\sqrt{5.249^2+4.459^2}=6.89\ \text{per µm},
\]

and \(R=6.887/5.399=1.28\).

The charge ratio \(r\) of each kink is unchanged, so the neutral density is \(c_{\rm tot}/(1+r)\). It falls from about 4.3 to 1.5 per µm. The premise of fixed neutral density has failed: many kinks required by the line's direction simply change from neutral to negative. When \(m\) is much larger than both aligned-line densities, \(R\to1\).

## Variation B: an additional donor level

**Question.** The kink can also lose an electron from a donor level at \(E_d=0.20\) eV, leaving a positive kink with one spin state. The line is aligned again. How does \(R\) change, and at which Fermi level is the total density smallest?

**Solution.** Removing an electron and returning it to the reservoir costs \(E_F-E_d\). The neutral kink has two spin states and the positive kink one, so the positive-to-neutral ratio is

\[
d=\tfrac12e^{(E_d-E_F)/kT},\qquad c=c_0(1+r+d).
\]

At the two Fermi levels \(d_1=0.020\) and \(d_2=0.0015\). Therefore

\[
R=\frac{1+3.459+0.0015}{1+0.262+0.020}=3.48 .
\]

The change from 3.53 is small because both Fermi levels lie well above \(E_d\). To find the minimum, set the derivative to zero:

\[
\frac{dc}{dE_F}=\frac{c_0}{kT}(r-d)=0
\quad\Rightarrow\quad E_F-E_a=E_d-E_F
\quad\Rightarrow\quad E_F=\frac{E_a+E_d}{2}=0.35\ \text{eV}.
\]

The second derivative is \(c_0(r+d)/(kT)^2>0\), so this is a minimum. Below 0.35 eV, lowering the Fermi level increases the total density by creating positive kinks. With the acceptor level alone, it would continue to decrease towards \(c_0\).

The numerical output below gives the main values used here.

## Numbers as computed

```
Temperature: 900 K
Thermal energy kT: 0.07756 eV
Rough gap at this temperature: 0.900 eV
Acceptor level above valence edge: 0.500 eV
Initial Fermi level: 0.450 eV
Final Fermi level: 0.650 eV
State-count ratio g: 0.500
Fixed neutral kink density: 1.000 per um
Period along line b: 0.384 nm
Implied neutral kink free energy: 0.664 eV
Initial charged/neutral ratio: 0.262
Final charged/neutral ratio: 3.459
Initial charged fraction: 0.208
Final charged fraction: 0.776
Initial total density: 1.262 per um
Final total density: 4.459 per um
Final total density, converted: 4.459e+04 per cm
Total density ratio R: 3.532
Effective free-energy change: -0.0979 eV
Pure exponential ratio (upper limit): 13.181
R with g=1: 5.193
R with g=2: 7.238
R with level at 0.30 eV: 10.449
R with level at 0.70 eV: 1.238
Long-line sum: initial total: 1.2605 per um
Long-line sum: final total: 4.4499 per um
Long-line sum: initial neutral: 0.9985 per um
Long-line sum: final neutral: 0.9980 per um
Occupied site fraction, final: 0.00171
Rough carrier mass: 1.10 electron masses
Initial electron density: 4.539e+17 per cm3
Final electron density: 5.907e+18 per cm3
Final net donor density needed: 5.873e+18 per cm3
Boltzmann error in electron density: 1.397 %
Rough relative permittivity: 12.0
Initial screening length: 7.527 nm
Final screening length: 2.942 nm
Initial screening level shift: -0.0080 eV
Final screening level shift: -0.0204 eV
R with screening shifts: 4.260
Misorientation considered: 0.100 degree
Net kink density it forces: 5.249 per um
Misoriented line: initial total: 5.399 per um
Misoriented line: final total: 6.887 per um
R on misoriented line: 1.276
Misoriented: initial neutral: 4.275 per um
Misoriented: final neutral: 1.543 per um
Additional donor level considered: 0.200 eV
R with additional donor level: 3.478
Line-charge spacing for kT shift: 6.702 nm
Rough dislocation density: 1.0e+08 per cm2
Kink charge per volume / e: 3.459e+12 per cm3
Rough kink migration barrier: 1.200 eV
Rough attempt frequency: 1.0e+13 per s
Diffusion time over 1/c0 at 900 K: 3.56e+00 s
Diffusion time over 1/c0 at 300 K: 9.78e+13 s
```
